Why Longer Rough Lines Break Down Earlier

Q: I stress comb structures in a low-k dielectric at fixed voltage, and the longer lines fail first. My explanation is that a longer rough line samples more spacings, so its narrowest gap is narrower. For N independent Gaussian spacings of mean d and standard deviation σ, the minimum should lie near d − σ√(2 ln N), and the field is highest there. Is that the reason?

A: It is one of two possible reasons, and it applies under a condition. A longer line also has more places at which a random breakdown can start, and this would shorten its life even if its edges were smooth. Which effect controls the line depends on how strongly a cell's life responds to its spacing, compared with the scatter in life among cells of equal spacing.

We need a model containing both. Divide a line of length L into N = L/ξ cells, where ξ is the length over which the spacing stays correlated. Treat the cells as independent, and write the spacing of cell i as

s_i = d − σz_i,

where z_i is a standard normal variable. Positive z means a narrow gap. At constant voltage V, let a cell of spacing s survive to time t with the Weibull probability

S_cell(t) = exp{−[t/τ(s)]^β}.

The shape β describes the intrinsic scatter: a large β means that cells of equal spacing fail at nearly equal times. I take β to be the same for all cells. The scale life τ(s) carries the field dependence. The line fails when its first cell fails.

Q: What do you take for the field dependence?

A: An exponential dependence on the mean field V/s across the gap:

ln τ(s) = ln τ_d − γ(V/s − V/d).

Here τ_d is the scale life of a cell with the nominal spacing, and γ is the field acceleration coefficient. Field concentration at sharp edge features is left out. This E-model is one of several laws used for low-k dielectrics; laws in √E or in a power of E are also common. With the same slope of ln τ against spacing they share the linear law below, but they differ at the narrowest gaps. With Γ = γV/d, inserting s = d − σz gives

−ln[τ(s)/τ_d] = Γ(d/s − 1) = Γσz/(d − σz).

For σz much smaller than d, the denominator can be replaced by d:

−ln[τ(s)/τ_d] ≈ gz, with g = Γσ/d = κσ.

The quantity κ is the slope d ln τ/ds at s = d. Indeed, differentiating −γV/s gives γV/s², which equals Γ/d at the nominal spacing. Thus g is the standard deviation of ln τ caused by roughness. I shall use this linear law to see the structure, then return to the full 1/s law, because the narrowest gaps strain the approximation.

Q: Before we discuss lifetimes, is my estimate of the minimum spacing right?

A: It is the leading term at large N, and it converges slowly. The minimum spacing corresponds to the largest z. All N values lie below z with probability Φ(z)^N, where Φ is the normal distribution function. Let φ be the normal density and Q = 1 − Φ its upper tail. Since φ′(x) = −xφ(x), integration by parts gives

Q(z) = ∫_z^∞ (1/x) xφ(x) dx = φ(z)/z − ∫_z^∞ φ(x)/x² dx ≈ φ(z)/z.

The largest value sits roughly where one cell is expected beyond it, NQ(z) = 1. Taking the logarithm gives

z²/2 + ln z + ½ ln(2π) = ln N.

Neglecting the two slowly varying terms gives z = r, with r = √(2 ln N). To correct this, put z = r − δ. To first order in δ, z²/2 = ln N − rδ, and ln z may be replaced by ln r = ½ ln(2 ln N). Therefore

δ = [½ ln(2 ln N) + ½ ln(2π)]/r = [ln ln N + ln(4π)]/(2r).

For N = 10,000, r = 4.29, while the corrected centre is 3.74. The median of the largest value satisfies Φ(z)^N = ½ and is 3.81. It lies a little above the centre because its condition is NQ ≈ ln 2 instead of NQ = 1. With d = 20 nm and σ = 1 nm, your estimate puts the minimum at 15.71 nm, whereas its median is 16.19 nm. The leading formula exaggerates the depth of the narrowest gap by about half a standard deviation.

Q: Now put the cells in series. Doesn't the narrowest one simply win?

A: Let us calculate its chance of winning. Write u = t/τ_d and a = βg. In the linear law (t/τ_i)^β = u^β exp(az_i). Multiplying the cell survival probabilities gives, for a line with known spacings,

S(u) = exp(−u^β Z), Z = Σ_i exp(az_i).

Every added cell adds a positive term to Z, which lowers the survival probability at every time after zero. This is the general reason why the longer line fails earlier. For a smooth line all z_i = 0, so Z = N, and the median follows from u^β N = ln 2:

u_smooth = (ln 2/N)^(1/β).

No variation of spacing is needed for this length effect.

To find which cell fails first, use the hazard, the failure rate of a cell that has survived so far. For cell i it is βu^(β−1) exp(az_i). Cell i is the first to fail during du if the whole line has survived to u and cell i then fails. Integrating over u, with y = u^β and dy = βu^(β−1) du,

P_i = ∫_0^∞ exp(az_i) exp(−yZ) dy = exp(az_i)/Z.

The narrowest cell has the largest individual chance, but it competes with the sum over all the others. A broad intrinsic scatter, meaning small β, makes a small and the contest more even.

Q: When do the others outweigh it?

A: Count them. The expected number of cells in an interval dz is Nφ(z) dz, and each contributes exp(az) to Z. Completing the square,

az − z²/2 = a²/2 − (z − a)²/2,

so that

Nφ(z) exp(az) = N exp(a²/2) φ(z − a).

The contribution to Z is therefore a Gaussian of unit width centred at z = a. It represents a compromise: narrower gaps fail more readily, but there are fewer of them.

This compromise is available only if the line contains cells near z = a. To leading order the sampled values end at r = √(2 ln N). If a < r, and N is large enough for the peak to be well populated, the sum is close to its average:

Z ≈ N exp(a²/2).

Setting u^β Z = ln 2 and taking logarithms gives the median

ln u = [ln ln 2 − ln N − a²/2]/β.

The failure site is then typically near

s = d − aσ = d − βκσ²,

and this position does not move as the line grows. Since a²/β = βg², roughness multiplies the median life by exp(−βg²/2), a factor independent of length. The length dependence is N^(−1/β), as for a smooth line.

Q: And if a exceeds √(2 ln N)?

A: Then the centre of that Gaussian lies beyond the sampled range, and the average of Z is misleading: it is supplied by gaps which a typical line does not contain. What matters is the population near the sampled edge. At a small distance x below the largest z, the density of cells has grown by about exp(rx), because the slope of ln φ near r is −r. The weight of each cell has meanwhile fallen by exp(−ax). Their product changes as

exp[−(a − r)x].

For a > r it decreases away from the edge, and once a is well above r the narrowest few cells dominate. For a < r it increases, and the crowd of less narrow cells takes over. This comparison contains the condition your explanation needs:

βκσ > √(2 ln N).

In this regime a first estimate keeps the largest term alone, Z ≈ exp(az_max). The condition u^β Z of order one then gives

ln u ≈ −(a/β)z_max = −gz_max.

Replacing z_max by r gives the leading length slope

d ln u/d ln N = −g dr/d ln N = −g/r,

since r² = 2 ln N implies r dr = d ln N.

Q: So a longer line could leave the regime in which the minimum controls it?

A: In the linear law, yes. The boundary is a = r, or

ln N_c = a²/2.

The change is gradual: lines with N well below N_c are controlled by the narrowest gaps; much longer ones are controlled by many cells. At N = 10,000 the transition is wide: the ten narrowest cells supply about 13% of first failures at a = 2, 41% at a = 3 and 73% at a = r = 4.29, where the single narrowest cell supplies 35%. This sounds backwards until one notices that a longer line populates the neighbourhood of z = a, after which even narrower cells are too rare to matter.

The leading laws join smoothly. At ln N = a²/2, dropping the small constant ln ln 2, the many-cell result is

ln u = −(a²/2 + a²/2)/β = −a²/β = −ga.

The narrow-gap result with z_max = r = a is also −ga. The slopes agree too, because −g/r = −g/a = −1/β.

Q: These are asymptotic arguments. How do you get the lifetime without choosing a regime?

A: Average over the random spacing of one cell before joining the cells. Since the cells are independent, the survival probability for a population of lines is

S_N(u) = {∫ φ(z) exp[−u^β exp(az)] dz}^N.

This holds on both sides of the boundary and can be integrated numerically. Setting S_N = ½ gives the median.

One test used β = 10 and g = 1, for which a = 10 and the boundary is at ln N = 50. At ln N = 20 the computed slope d ln u/d ln N was −0.167. The leading value −1/r is −0.158, and using the median largest z in place of r gives −0.168. At ln N = 120 the slope was −0.1000, equal to −1/β at the printed precision. The lengths are far too large for a device; they serve to separate the two limits cleanly.

Q: Put in numbers closer to my structures.

A: Take round model parameters: d = 20 nm, σ = 1 nm, V = 8 V, γ = 4 cm/MV, ξ = 20 nm and L = 200 µm. Then N = 200,000 nm/20 nm = 10,000, and the nominal field is

V/d = 8 V/(20 × 10⁻⁷ cm) = 4 MV/cm.

Hence Γ = 4 × 4 = 16, κ = 16/20 = 0.8 nm⁻¹ and g = 0.8. The boundary value of a is r = 4.29.

First let the intrinsic scatter be broad, β = 1.5. Then a = 1.5 × 0.8 = 1.2, well below 4.29, and many cells should control the line. The smooth-line median is u = 0.00169. Roughness multiplies it by exp(−1.5 × 0.8²/2) = exp(−0.48) = 0.619, giving 0.00104. The integral for S_N gives the same value to three figures.

The narrowest gap has little to do with this. Its weight is about exp(1.2 × 3.81) ≈ 97, but the total is about 10,000 × exp(0.72) ≈ 20,500, so its share is roughly 0.5%. In 3000 randomly drawn lines, with a separate breakdown time drawn for every cell, the narrowest cell failed first in 0.53% of cases. The mean spacing at the failure site was 18.81 nm, against the predicted 20 − 1.2 = 18.8 nm. Removing the narrowest cell from every line raised the median life of this sample by only 0.7%.

Q: And when the intrinsic scatter is small?

A: Take β = 10, so a = 8, well above 4.29. The smooth-line median is now 0.384, while the rough line has 0.0426, nine times less. The narrow-gap estimate is

u ≈ exp(−0.8 × 3.81) = 0.047,

which is 11% above the integrated result. It ignores both the remaining cells and the random breakdown time of the narrowest cell. Using r instead of the median largest z would give 0.032, about 24% below the integrated result. The many-cell formula gives 0.0156, too small by a factor of 2.7, because it counts gaps that a typical line of this length does not have.

In the sampled lines the narrowest cell failed first 65% of the time, and its removal raised the median life by 16%. Your explanation is therefore good here, provided that "the minimum" is read as the narrowest few gaps: in about one line in three, another cell failed first.

Q: The narrowest gap is almost 4σ below the mean. Can you still trust a linear law?

A: Not for its numerical lifetime. At the median minimum spacing, 16.19 nm, the field is 4.94 MV/cm. The linear exponent is 0.8 × 3.81 = 3.05, but the full one is

Γ(d/s − 1) = 16 × 3.81/16.19 = 3.77.

The narrowest cell's scale life is thus smaller by a further factor exp(−0.72) ≈ 0.49. Replacing gz by the full exponent in the survival integral lowers the β = 10 median from 0.0426 to 0.0212, a very similar factor. The narrowest cell then fails first in 77% of sampled lines, and removing it raises the median life by 28%.

For β = 1.5 the correction is milder: the median falls from 0.00104 to 0.00092. The narrowest cell's chance rises to 1.6%, still small. Its removal changes the median by 0.6%, compared with 0.7% for the linear law. I would not rank those two figures. Removal alters only 16 of the 3000 sampled lives under the linear law and 48 under the full law, so both small shifts depend on how many of these happen to cross the median and on the chance gaps between neighbouring lives there. A better estimate follows from Z: removing a cell with a small share P of Z raises the median life by a fraction of about P/β, which is roughly 0.4% for the linear law and 1% for the full law.

Q: Does the full law also change the condition for many-cell control?

A: Yes. The expected contribution to Z now has the exponent

F(z) = βΓσz/(d − σz) − z²/2.

The derivative of σz/(d − σz) is σd/(d − σz)². Setting F′ = 0 and using a = βΓσ/d gives

a/(1 − ρz)² = z, or a = z(1 − ρz)², with ρ = σ/d.

For a = 1.2 and ρ = 0.05, z = 1.39 satisfies this equation: 1.39 × 0.9305² = 1.20. The corresponding spacing is 18.61 nm, close to the sampled mean of 18.60 nm. The crowd has moved to slightly narrower gaps but still exists.

The right-hand side cannot be arbitrarily large. Its derivative is (1 − ρz)(1 − 3ρz), so its maximum for positive spacing is at z = 1/(3ρ), with value

[1/(3ρ)] × (2/3)² = 4/(27ρ) = 2.96.

This limit belongs to the E-model. For the same κ, a √E law gives a = z(1 − ρz)^(3/2) with maximum 3.72, and a power law gives a = z(1 − ρz) with maximum 1/(4ρ) = 5. If a exceeds the limit, as it does for β = 10, F rises all the way towards zero spacing. There is then no peak to be reached by making the line longer. Just above the limit F is so flat that the narrowest gap can still lose ground as the line grows, but for β = 10 the linear prediction of a return to many-cell control does not apply. That prediction was remote anyway: ln N_c = 32 means about 8 × 10¹³ cells, or some 1600 km of line.

Even for a = 1.2, F eventually rises again near zero spacing. Those gaps lie so far out in the Gaussian tail that lines of the lengths considered here do not sample them. A real process has no reason to follow a Gaussian there, and a gap that closes is a short circuit, not a dielectric lifetime.

Q: Could I identify the regime by plotting median life against length?

A: Not from one slope alone. Write S_N = exp[−NH(u)], where H belongs to a single cell averaged over its spacing. The median obeys NH(u) = ln 2. Taking the logarithm and differentiating with respect to ln N,

1 + (d ln H/d ln u)(d ln u/d ln N) = 0.

The length slope is therefore minus the reciprocal of the local Weibull slope measured on a population of lines. This is true in both regimes, since it follows from independence. A successful length scaling does not show that the narrowest gap was responsible.

The comparison with the intrinsic β is more informative. For β = 1.5 in the linear law, going from 100 to 10,000 cells reduces the median from 0.0227 to 0.00104, a factor of 21.7. The intrinsic law predicts 100^(1/1.5) = 21.5. For β = 10 the same change reduces it from 0.128 to 0.0426, a factor of 3.0, whereas 100^(1/10) is only 1.6. The apparent line-level shape is then ln 100/ln 3.0 ≈ 4.2, not 10. From 10,000 to 1,000,000 cells the factor is 2.3 and the apparent shape is 5.5. The minimum moves ever more slowly, so in the linear law the plot of ln u against ln N flattens. Under the full law the growing sensitivity of life to spacing at narrow gaps opposes this, and for rougher lines the plot can steepen instead, if the same field law still holds at the higher fields in their narrowest gaps.

Q: What should I measure, then?

A: The failure sites, together with the spacing profile. If breakdown repeatedly occurs at one of the narrowest gaps, the minimum-spacing explanation is supported. If the sites cluster around a moderately reduced spacing and are seldom the narrowest, many cells are competing. An independent estimate of β from short segments of nearly equal spacing would allow βκσ to be compared with √(2 ln N), provided that the slope κ is taken at the narrowest gaps, where it is γV/s², and not at the nominal spacing. The nominal slope underestimates the control exerted by those gaps. Even with the right slope the comparison is only a guide. It tells whether the contribution to Z rises towards the narrowest gaps, but in a very long, rough line a large population at moderate spacings can still outweigh them.

You also need to separate local roughness from a spacing offset shared by an entire line. Such an offset lengthens or shortens all the cell lives of that line at once and does not average out with length. The population survival is then no longer the Nth power of a one-cell survival, so the slope relation above fails. Correlation beyond ξ has a similar effect over part of the line: it reduces the number of independent spacings, even though breakdown can still start at many places within each correlated stretch.

Q: How would you now phrase my original explanation?

A: Within this model of independent cells, Gaussian spacings and one intrinsic mechanism with a single β, and leaving aside rare process defects, longer lines fail earlier because they contain more competing breakdown sites. When life depends strongly on spacing and the intrinsic scatter is small, the few narrowest gaps win that competition, and the slow descent of the minimum sets the length dependence. When the intrinsic scatter is broad and the roughness modest, the narrowest gap still has the highest field, but it is usually not where the line fails. The numerical output lists both cases for both field laws.

Table of computed values

```
nominal spacing d = 20.0 nm; sigma = 1.0 nm
voltage = 8.0 V; gamma = 4.0 cm/MV
cell length = 20.0 nm; line length = 200.0 um
number of cells N = 10000
nominal field = 4.000 MV/cm
Gamma = 16.000; kappa = 0.800 1/nm; g = 0.800
sqrt(2 ln N) = 4.2919
refined centre of largest z = 3.7384
expansion median of largest z = 3.8238
exact median of largest z = 3.8106
leading minimum spacing = 15.708 nm
exact median minimum spacing = 16.189 nm
field at that spacing = 4.942 MV/cm
lives below are median u = time/tau(d), dimensionless
beta = 1.5: a = 1.200; ln N_c = 0.720
  smooth-line life = 0.0016874
  many-cell formula life = 0.0010441
  many-cell roughness factor = 0.6188
  linear law, N=100, 10000, 1000000: 0.022659, 0.0010442, 4.8464e-05
    narrowest fails first: sampled 0.0053, hazard share 0.0053
    mean failure spacing = 18.806 nm
    life ratio, narrowest removed/kept = 1.0067
  full law, N=100, 10000, 1000000: 0.020208, 0.00092123, 4.2749e-05
    narrowest fails first: sampled 0.0160, hazard share 0.0149
    mean failure spacing = 18.595 nm
    life ratio, narrowest removed/kept = 1.0056
beta = 10.0: a = 8.000; ln N_c = 32.000
  smooth-line life = 0.38378
  many-cell formula life = 0.015644
  many-cell roughness factor = 0.0408
  linear law, N=100, 10000, 1000000: 0.12797, 0.042583, 0.0185
    narrowest fails first: sampled 0.6523, hazard share 0.6500
    mean failure spacing = 16.228 nm
    life ratio, narrowest removed/kept = 1.1639
  full law, N=100, 10000, 1000000: 0.097627, 0.021169, 0.0056074
    narrowest fails first: sampled 0.7687, hazard share 0.7669
    mean failure spacing = 16.177 nm
    life ratio, narrowest removed/kept = 1.2788
narrow-gap life, exact median z = 0.04743
narrow-gap life, leading z = 0.03227
asymptotic test: beta = 10, g = 1, crossover ln N = 50
  slope d ln(u)/d ln(N) at ln N = 20: -0.16699
  minus 1/(median largest z) there: -0.16836
  leading slope -1/sqrt(2 ln N): -0.15811
  slope at ln N = 120: -0.10000
sampled lines per case = 3000
```
